Geometric-mean conductivity in heat spreading beneath a long heater

A thermal model of a transistor finger often has room for one substrate conductivity. If the crystal conducts differently sideways and downwards, two choices must be made before the heater temperature can be calculated: which single number replaces the two conductivities, and whether the true substrate thickness may still be used with it. The theorem below answers both. The geometric mean is the right conductivity, but the thickness must be rescaled as well. For the (010) gallium oxide wafer worked out below, using the mean with the true thickness puts the heater rise at 117 K instead of 109 K.

**Assumptions and notation**

The heater is a strip |x| < w/2 on the surface z = 0, infinitely long in y. The substrate occupies z > 0, with z pointing down. The heater delivers power P per unit length, spread uniformly over its width, so the downward flux under it is q = P/w. The rest of the surface is adiabatic. Conduction is steady and obeys Fourier's law, with constant conductivities kx sideways and kz downwards, and x and z are principal axes within their plane. T is the temperature rise. Write

kg = √(kx kz), S = P/(π kg), D = d √(kx/kz),

where d is the depth of an isothermal base, when there is one. S is a temperature and D a length.

**Theorem**

(a) Without a base, at distances large compared with the heater width,

T = C − S ln R, R² = x² √(kz/kx) + z² √(kx/kz),

with C a constant. Along a fixed direction from the heater, the far-field temperature difference between distances r₁ and r₂ is

T(r₁) − T(r₂) = S ln(r₂/r₁),

which depends on the conductivities through kg alone.

(b) With a base held at T = 0 at depth d, and D ≫ w, the rise averaged over the heater width is, to leading order in w/D,

T_mean = S [ln(4D/(πw)) + 3/2].

This depends on kg through S, and also on the ratio kx/kz through D.

**Lemma 1: the scaled problem is isotropic and carries the same power**

Proof. Nothing varies along y, so the heat equation is

kx ∂²T/∂x² + kz ∂²T/∂z² = 0.

Set x = αX and z = βZ, with

α = √(kx/kg) = (kx/kz)^(1/4), β = √(kz/kg) = (kz/kx)^(1/4).

Each x-derivative brings a factor 1/α and each z-derivative a factor 1/β. Since kx/α² = kg and kz/β² = kg, the equation becomes

kg (∂²T/∂X² + ∂²T/∂Z²) = 0.

The flux condition must be carried over too. In the original variables q = −kz ∂T/∂z at z = 0. In the scaled medium the surface flux is

Q = −kg ∂T/∂Z = −kg β ∂T/∂z = (kg β/kz) q = q/β = αq.

The last two steps use kg/kz = 1/β² and αβ = 1. Because dX = dx/α,

Q dX = αq dx/α = q dx.

The scaled heater therefore delivers the same P, and where q = 0 also Q = 0. ∎

The map stretches one axis and shrinks the other by the same factor, so it preserves area. The heater width becomes w/α, and a base at depth d moves to H = d/β = αd. The scaled ratio of depth to width is αd/(w/α) = α²d/w = D/w. This is why D, and not d, appears in part (b).

**Lemma 2: the far field of a strip**

Proof. First let the heater be a line at the origin. Away from it, the radially symmetric solutions of the scaled equation are T = C − B ln R, with R² = X² + Z². They have no vertical gradient on Z = 0, as the adiabatic surface requires. The outward flux is kg B/R, and the half circle in the substrate has length πR, so

P = (kg B/R)(πR) = π kg B, hence B = P/(π kg) = S.

Returning to the original variables,

R² = x²/α² + z²/β² = x² √(kz/kx) + z² √(kx/kz).

A strip is a uniform set of such lines at positions X′ with |X′| < A, where A = w/(2α). With the complex number ζ = X + iZ, the distance from one line is |ζ − X′|, and for |ζ| > A

ln|ζ − X′| = ln R − Re[X′/ζ + X′²/(2ζ²) + …].

Averaging over the strip removes the odd terms and gives X′² the mean A²/3. Therefore

T = C − S ln R + S (A²/6) Re(1/ζ²) + …,

where the next term is of order S(A/R)⁴. On the surface ζ = X, and A²/X² = w²/(4x²). Directly below, ζ = iZ, which reverses the sign, and A²/Z² = (w²/4z²)(β²/α²) = (w²/4z²)(kz/kx). The corrections are

on the surface: +S w²/(24x²),
below the centre: −S w² kz/(24 z² kx).

Both vanish far away, leaving the logarithm. ∎

**Proof of part (a)**

Lemma 2 gives the field. Let θ be the angle from the vertical, so x = r sin θ and z = r cos θ. Then R = r g(θ), where

g² = sin²θ √(kz/kx) + cos²θ √(kx/kz).

Two points on the same ray share g, which cancels in their difference:

−S ln(r₁g) + S ln(r₂g) = S ln(r₂/r₁). ∎

**Remark: what the geometric mean does not fix**

Points at equal distance in different directions do not share g. On the surface R = r(kz/kx)^(1/4), and below the heater R = r(kx/kz)^(1/4), so

T_surface − T_below = S ln[(kx/kz)^(1/2)] = (S/2) ln(kx/kz).

If downward conduction is the better one, the point below is warmer than the surface point at the same distance.

The directions taken by the heat also depend on the ratio. In the scaled half-space the downward flux from a line source is

−kg ∂T/∂Z = kg S Z/(X² + Z²) = (P/π) Z/(X² + Z²).

Integrated from −X to X at fixed Z, it gives (2P/π) arctan(X/Z). Since X/Z = (x/z)(β/α) = (x/z)√(kz/kx), the fraction of the power that crosses depth z within a lateral distance |x| is

(2/π) arctan[(|x|/z) √(kz/kx)].

It equals one half at |x| = z √(kx/kz). The half-heat angle from the vertical is thus arctan √(kx/kz), which is 45° for an isotropic substrate.

**Lemma 3: a line source above an isothermal base**

With u = πx/(4D) and v = πz/(4d), the rise is

T = (S/2) ln[(sinh²u + cos²v)/(sinh²u + sin²v)].

Proof. In scaled variables u = πX/(4H) and v = πZ/(4H), because X/H = x/(α²d) = x/D and Z/H = z/d. The identities |cosh(u+iv)|² = sinh²u + cos²v and |sinh(u+iv)|² = sinh²u + sin²v show that

T = S ln|coth(u + iv)|.

This is the real part of an analytic function away from the source, so it satisfies the scaled heat equation. The remaining conditions are met as follows.

1. The expression is even in v, so its vertical derivative vanishes on the surface.
2. At the base v = π/4 and cos²v = sin²v, so T = 0.
3. For large |u| the ratio tends to 1 and T tends to 0.
4. Near the source coth(u+iv) ≈ 1/(u+iv), so T ≈ −S ln R + S ln(4H/π), which has the coefficient required for power P.

The difference of two solutions would have no source, no flux through the surface and zero temperature at the base. Multiplying its heat equation by the difference itself and integrating by parts shows that its gradient is zero, so the solution is unique. ∎

Two special cases are needed below:

surface: T = S ln coth(π|x|/(4D)),
below the source: T = S ln cot(πz/(4d)).

**Proof of part (b)**

For small y, coth y = (1/y)(1 + y²/3 + …), so ln coth y = −ln y + y²/3 + …. A line at distance s from an observation point on the surface therefore contributes, per unit of S,

ln(4D/(πs)) + π²s²/(48D²) + ….

The mean rise is an average over source positions and observation points, both uniform across the strip. For two such points, the separation s has probability density 2(w − s)/w² between 0 and w. With t = s/w,

⟨ln s⟩ = ln w + 2∫₀¹ (1 − t) ln t dt = ln w + 2(−1 + 1/4) = ln w − 3/2,

⟨s²⟩ = 2w² ∫₀¹ (1 − t)t² dt = 2w²(1/3 − 1/4) = w²/6.

Substitution gives

T_mean = S [ln(4D/(πw)) + 3/2 + π²w²/(288D²) + …].

For D ≫ w the last displayed term is negligible, which proves the statement. ∎

**Corollary: thickness and orientation**

Doubling d doubles D and raises T_mean by S ln 2, which depends on kg alone. Exchanging kx and kz leaves S unchanged but replaces D = d√(kx/kz) by d√(kz/kx). With P, w and d held fixed, the mean rise changes by S ln(kz/kx).

The sensitivities follow from the same formula. Let b be the bracket in T_mean. A small fractional increase ε in kx lowers S by the fraction ε/2 and raises b by ε/2. The same increase in kz also lowers S by ε/2, but lowers b by ε/2. The fractional changes of T_mean are therefore

for kx: −(ε/2)(1 − 1/b),
for kz: −(ε/2)(1 + 1/b).

Downward conduction matters more, and the imbalance fades slowly as the logarithm grows.

**Remark: other heater conditions**

The highest rise under uniform flux is at the centre. There the average of ln s runs over 0 < s < w/2 and equals ln(w/2) − 1, so

T_centre = S [ln(8D/(πw)) + 1].

A highly conducting heater is better described by a uniform temperature. For a heater narrow compared with D, the required flux is P/[π√(w²/4 − x²)]. To verify this, write the source position as (w/2)cos φ and the observation point as (w/2)cos ψ; the power is then uniform in φ from 0 to π. Use

|cos ψ − cos φ| = ½ |2 sin((φ+ψ)/2)| |2 sin((φ−ψ)/2)|.

The average of ln|2 sin(φ/2)| over a full period is zero, because its Fourier series −Σ cos(nφ)/n has no constant term. As φ runs from 0 to π, the angles ψ + φ and ψ − φ together cover one full period, so the logarithms of the two sine factors have averages that cancel. The average of ln|cos ψ − cos φ| is therefore −ln 2 for every ψ, and that of ln s is ln(w/4). The strip is indeed isothermal, with

T_iso = S ln(16D/(πw)).

Only the constant has changed: ln 4 ≈ 1.39 replaces 3/2.

**Remark: where the logarithm fails**

The pure logarithm needs a window between heater and base. On the surface this is w ≪ |x| ≪ D, and below the heater it is w√(kz/kx) ≪ z ≪ d. Strong anisotropy can close the window even when d is much larger than w.

In the opposite limit, D ≪ w, sideways spreading is negligible over most of the strip. The flux P/w flows straight down through a thickness d, and

T_mean ≈ P d/(kz w).

The geometric mean has disappeared and kz alone remains. A thin layer under a wide heater, or a substrate with very small kx, belongs to this limit.

**Worked example: one finger on β-gallium oxide**

Take rough room-temperature conductivities of 11 W/(m K) along a*, the direction normal to both b and c, and 27 W/(m K) along b. The finger runs along c, with w = 1 µm, d = 100 µm and P = 1 W/mm = 1000 W/m. On a (010) wafer b points down, so kx = 11 and kz = 27 W/(m K). On a (100) wafer a* points down and the values are exchanged.

The crystal is monoclinic, and its conductivity tensor has an off-diagonal element coupling a* to c. Here c is the y direction, so this element enters the heat equation and the surface flux condition multiplied by a y-derivative of T, which is zero. The theorem applies to both wafers.

For the (010) wafer,

kg = √(11 × 27) = 17.234 W/(m K),
S = 1000/(π × 17.234) = 18.470 K,
D = 100 √(11/27) = 63.83 µm,
T_mean = 18.470 × [ln(4 × 63.83/π) + 1.5] = 18.470 × 5.8978 = 108.93 K.

The thermal resistance is thus about 109 K mm/W. For the (100) wafer D = 156.67 µm, the bracket is 6.7957 and the rise is 125.52 K. The two wafers have the same kg but differ by 16.59 K. The isotropic formula with kg and the true thickness gives 117.23 K for both, midway between them. These digits serve to compare formulas; the rough conductivities do not justify them as predictions.

A finite-volume solution of the original, unscaled equation gives mean rises of 108.99 K and 125.60 K, within 0.1% of the formula. Doubling the thickness adds 12.806 K on the (010) wafer and 12.807 K on the (100) wafer, against S ln 2 = 12.803 K. The slope is shared and the offset is not.

In a much thicker (010) substrate, the same method gives a temperature drop between 10 and 40 µm of 25.616 K along the surface and 25.597 K straight down. The theorem gives S ln 4 = 25.605 K for both. At depths large compared with the heater width but small compared with that of the base, half the heat flows within 32.55° of the vertical.

With the base at 100 µm, the line-source formulas of Lemma 3 give a rise of 38.79 K at 10 µm sideways and 46.95 K at 10 µm below. Their difference, −8.16 K, is slightly smaller in size than the half-space value (S/2) ln(11/27) = −8.29 K. The base accounts for this. Expanding Lemma 3 adds Sπ²x²/(48D²) = 0.09 K on the surface and −Sπ²z²/(48d²) = −0.04 K below, which together supply the missing 0.13 K. For the 1 µm strip, the width corrections of Lemma 2 add 0.01 K on the surface and −0.02 K below, and so reduce the size of the difference by a further 0.03 K.

The heater condition matters less than the orientation here: an isothermal strip rises by 106.83 K, and the centre of the uniform-flux strip by 112.50 K.

**Remark: conductivity that falls with temperature**

A rise of 100 K is large enough to change the conductivities. Suppose both fall as (T_abs/T₀)^(−n), where T_abs is the absolute temperature and T₀ that of the base. Define

θ = ∫ (T′/T₀)^(−n) dT′, from T₀ to T_abs.

Then ∂θ/∂x = (T_abs/T₀)^(−n) ∂T_abs/∂x, and likewise for z. The heat flux is therefore that of the linear problem, with θ in place of T and the conductivities taken at T₀. The theorem holds for θ. For n ≠ 1 the integral gives

θ = [T₀/(1 − n)] [(T_abs/T₀)^(1−n) − 1],
T_abs = T₀ [1 + (1 − n)θ/T₀]^(1/(1−n)).

With T₀ = 300 K, a rough exponent n = 1.2 and θ = 112.50 K at the centre,

T_abs = 300 × (1 − 0.2 × 0.375)^(−5) = 443.0 K.

The centre rise becomes 143.0 K, which is 27% above the constant-conductivity value. A nonlinear finite-volume solution gives 143.17 K. If the exponents differ, 1.1 sideways and 1.3 downwards, no single θ exists; the numerical solution then moves by 0.57 K.

**The model beside a real device**

The conductivities, the power density and the micrometre-wide hot region are rough but plausible for a gallium oxide power transistor. In saturation, however, the heat can concentrate in a much narrower zone at the drain-side gate edge; at the same P, a tenfold smaller w adds S ln 10 = 42.5 K to the linear rise and multiplies q, and with it the phonon estimates below, by ten. A thickness of 100 µm means a thinned wafer. On a full wafer several times thicker, the finger may no longer be long compared with the depth, and the two-dimensional result then overestimates the rise. Other neglected effects, estimated for the (010) example, include these.

- **Neighbouring fingers.** In the linear model their rises add. One equal finger 10 µm away would contribute another 38.8 K, more than any other correction estimated here.
- **Finite length.** For a 500 µm finger and a rough 15 W/(m K) along it, integrating the point-source response of the same slab beyond the finger ends lowers the centre by 0.06 K. This estimate omits the off-diagonal conductivity.
- **Die attach.** A 20 µm layer of 50 W/(m K) has a resistance of 4.0 × 10⁻⁷ m² K/W and adds 1.90 K to the mean if sideways conduction within the layer is neglected. Poor bonding would add more.
- **Phonon transport.** Fourier's law fails when phonon paths are comparable with w. If phonons of heat capacity c per volume and speed s leave the heater equally in all downward directions, the flux is q = c s ΔT/4. With rough values c = 3 × 10⁶ J/(m³ K) and s = 4000 m/s, the extra rise is ΔT = 4q/(cs) = 0.33 K. If paths of Λ = 200 nm carried all the heat, the kinetic relation kg = csΛ/3 would give ΔT = 4qΛ/(3kg) = 15.5 K. These are orders of magnitude for a model in which all phonons share one path, about 4 nm in the first case. Within that model they err on the high side: when the paths are much shorter than w, the extra rise over the Fourier result is only about half of 4q/(cs). A real crystal has a spread of paths, and a share of long paths can make the extra rise several times larger than 0.33 K at the same c, s and kg, so the first value is not an upper bound. The second value is a deliberately severe case for a 1 µm heater.

For this single finger with its 1 µm heater, the temperature dependence of the conductivity is the largest correction estimated; a much narrower hot region could matter more. The geometric mean still sets the logarithmic slope of θ when both conductivities share one exponent, but the heater temperature also needs the rescaled depth and the conversion from θ to T_abs. The remaining values are in the numerical output.

Computed results

```
kx, (010) wafer: 11 W/(m K)
kz, (010) wafer: 27 W/(m K)
Geometric mean kg: 17.234 W/(m K)
Heater width: 1.0 um
Substrate depth: 100 um
Line power: 1.0 W/mm
Base temperature: 300 K
P/(pi kg): 18.470 K
Scaled depth D, (010): 63.83 um
Scaled depth D, (100): 156.67 um
Mean bracket, (010): 5.8978
Mean bracket, (100): 6.7957
Mean rise, (010), formula: 108.93 K
Mean rise, (010), finite volume: 108.99 K
Mean rise, (100), formula: 125.52 K
Mean rise, (100), finite volume: 125.60 K
Wafer difference, formula: 16.59 K
Mean thermal resistance, (010): 108.93 K mm/W
Isotropic kg, unscaled depth: 117.23 K
Centre rise, (010): 112.50 K
Depth doubling, formula: 12.803 K
Depth doubling, (010), finite volume: 12.806 K
Depth doubling, (100), finite volume: 12.807 K
10 to 40 um drop, formula: 25.605 K
10 to 40 um surface drop, finite volume: 25.616 K
10 to 40 um downward drop, finite volume: 25.597 K
Rise 10 um sideways: 38.79 K
Rise 10 um below: 46.95 K
Equal-r surface minus below: -8.29 K
Half-heat angle from vertical: 32.55 deg
Isothermal-strip rise: 106.83 K
Conductivity exponent: 1.2
Centre rise with k(T): 143.01 K
Centre rise with k(T), finite volume: 143.17 K
Shift for exponents x 1.1, z 1.3: 0.57 K
Finger length: 500 um
ky for finite-length estimate: 15 W/(m K)
Finite-length reduction at centre: 0.060 K
Die-attach resistance: 4.0e-07 m^2 K/W
Die-attach added mean rise: 1.90 K
Chip width: 1000 um
Chip-edge added rise: 1.5e-09 K
Top heat-transfer coefficient: 10 W/(m^2 K)
Top-loss fraction: 3.7e-05
Phonon heat capacity: 3.0e+06 J/(m^3 K)
Phonon speed: 4000 m/s
Grey phonon path: 4.3 nm
Grey ballistic added rise: 0.33 K
Severe-case phonon path: 200 nm
Severe-case ballistic added rise: 15.5 K
```
